# The Thomas-Fermi kinetic energy functional, derived in two ways

## Definitions and conventions

Atomic units are used in the algebra: \(\hbar=m=e=1\), so that Planck's constant is \(h=2\pi\), and momentum and wave number have the same value. Numerical results are given in eV and angstrom, with atomic units added for the main ones.

The electron density \(n(\mathbf r)\) is the number of electrons per unit volume, with \(\int n\,d^3r=N\). The two spin directions are equally populated, so each spatial orbital holds at most two electrons. The electrons are nonrelativistic, and the kinetic energy sought is that of noninteracting electrons with the given density. In an interacting system, the difference between the true kinetic energy and this one is a separate quantity, not treated here.

The result to be derived is

\[
T_{\rm TF}[n]=C_F\int n(\mathbf r)^{5/3}\,d^3r,\qquad
C_F=\frac{3}{10}(3\pi^2)^{2/3}.
\]

With \(3\pi^2=29.61\) and \(29.61^{2/3}=9.571\), the constant is \(C_F=0.3\times 9.571=2.871\) hartree bohr\(^2\), or 21.88 eV angstrom\(^2\). The unit follows from the integral: \(n^{5/3}\) is a length to the power \(-5\), and integration over volume leaves a length to the power \(-2\).

The functional is the leading term for a density that varies slowly on the scale of the electron wavelength. For other densities it is an approximation.

## First derivation: filling phase space

**The cell rule.** Consider a cube of side \(L\) with periodic boundary conditions. A plane wave \(e^{i\mathbf p\cdot\mathbf r}\) repeats after a distance \(L\) along each axis if \(\mathbf p=(2\pi/L)\mathbf m\), where \(\mathbf m\) has integer components. The allowed momenta form a cubic grid, with one orbital per momentum volume \((2\pi/L)^3\). Multiplication by the spatial volume \(L^3\) gives the phase-space volume per orbital:

\[
L^3\left(\frac{2\pi}{L}\right)^3=(2\pi)^3=h^3 .
\]

The side \(L\) has dropped out. Each cell of volume \(h^3\) holds one orbital, and therefore up to two electrons.

**The local assumption.** In an atom the density varies. Divide space into regions of size \(L\), and treat the electrons in each region as a uniform gas. Two conditions are needed. Confinement to a region blurs the momentum by roughly \(1/L\), which must be small compared with the largest occupied momentum \(p_F\). The region must also be small compared with the distance \(\ell=n/|\nabla n|\) over which the density changes appreciably. Together,

\[
\frac{1}{p_F}\ll L\ll \ell ,
\]

which is possible when \(p_F\,\ell\gg1\).

**Which cells are filled.** Let \(f(\mathbf p)\), with \(0\le f\le 2\), be the number of electrons per cell at momentum \(\mathbf p\) in one region. The density and the kinetic energy density are

\[
n=\int f\,\frac{d^3p}{(2\pi)^3},\qquad
t=\int \frac{p^2}{2}\,f\,\frac{d^3p}{(2\pi)^3}.
\]

Let \(f_0\) equal 2 for \(p<p_F\) and 0 for \(p>p_F\), with \(p_F\) chosen to give the density \(n\). Any other \(f\) with the same density satisfies \(\int(f-f_0)\,d^3p=0\). A constant multiple of this zero can be subtracted from the energy difference:

\[
t[f]-t[f_0]=\int\frac{p^2-p_F^2}{2}\,(f-f_0)\,\frac{d^3p}{(2\pi)^3}.
\]

Inside the sphere, \(p^2-p_F^2<0\) and \(f-f_0=f-2\le0\). Outside it, \(p^2-p_F^2>0\) and \(f-f_0=f\ge0\). The product is nowhere negative, so the filled sphere has the lowest kinetic energy at the given density. As a numerical instance, the smeared distribution \(f=2/\left(e^{(p^2/2-1)/0.1}+1\right)\), with energies in hartree, costs 4.0 percent more than the filled sphere of the same density; the size of this excess depends on the width chosen for the edge.

**Density and energy.** For the filled sphere,

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}\,p_F^3
=\frac{8\pi}{24\pi^3}\,p_F^3=\frac{p_F^3}{3\pi^2},
\]

so \(p_F=(3\pi^2n)^{1/3}\). A shell of thickness \(dp\) has volume \(4\pi p^2dp\), and hence

\[
t=\frac{2}{(2\pi)^3}\int_0^{p_F}\frac{p^2}{2}\,4\pi p^2\,dp
=\frac{1}{2\pi^2}\int_0^{p_F}p^4\,dp
=\frac{p_F^5}{10\pi^2}.
\]

Elimination of \(p_F\) gives

\[
t=\frac{(3\pi^2n)^{5/3}}{10\pi^2}
=\frac{3\pi^2}{10\pi^2}\,(3\pi^2)^{2/3}n^{5/3}
=\frac{3}{10}(3\pi^2)^{2/3}n^{5/3}.
\]

The sum over all regions becomes an integral over space, which is the stated functional.

Dividing \(t\) by \(n\) gives the mean kinetic energy per electron:

\[
\frac{t}{n}=\frac{p_F^5}{10\pi^2}\,\frac{3\pi^2}{p_F^3}
=\frac{3}{10}p_F^2=\frac35\,\frac{p_F^2}{2}.
\]

The mean is three fifths of the largest kinetic energy. It grows as \(n^{2/3}\), because a denser gas must use higher momenta.

**The role of the two.** If a cell holds \(g\) electrons, the same integrals give \(n=gp_F^3/(6\pi^2)\) and \(t=gp_F^5/(20\pi^2)\). Therefore

\[
t=\frac{g}{20\pi^2}\left(\frac{6\pi^2n}{g}\right)^{5/3}\propto g^{-2/3}.
\]

For a fully spin-polarized gas, \(g=1\), and the constant is larger than \(C_F\) by the factor \(2^{2/3}=1.587\).

## Second derivation: adding electrons level by level

This route uses standing waves and their energies, without a momentum distribution or phase-space cells.

**The levels.** Place noninteracting electrons in a cube of side \(L\) and volume \(V=L^3\) with impenetrable walls. The orbitals are products of \(\sin(\pi m_xx/L)\) and the corresponding factors in \(y\) and \(z\), with \(m_x,m_y,m_z=1,2,3,\ldots\) Zero is excluded because the orbital would vanish, and a change of sign gives the same orbital again. Two derivatives of each sine give the energy

\[
\varepsilon=\frac{\pi^2}{2L^2}\,\nu^2,\qquad \nu^2=m_x^2+m_y^2+m_z^2 .
\]

**The count.** The orbitals up to energy \(\varepsilon\) correspond to integer points in the positive octant of a sphere of radius \(\nu\). Attach to each point the unit cube whose outermost corner it is. These cubes lie within the octant of radius \(\nu\), and they cover the octant of radius \(\nu-\sqrt3\), since \(\sqrt3\) is the diagonal of a unit cube. The number of points therefore equals the octant volume, up to a relative error of order \(1/\nu\). With two electrons per orbital,

\[
N(\varepsilon)=2\cdot\frac18\cdot\frac{4\pi}{3}\nu^3=\frac{\pi}{3}\nu^3 .
\]

Insert \(\nu=L\sqrt{2\varepsilon}/\pi\):

\[
N(\varepsilon)=\frac{V(2\varepsilon)^{3/2}}{3\pi^2}
\quad\Longrightarrow\quad
\varepsilon(N)=\frac12\left(\frac{3\pi^2N}{V}\right)^{2/3}.
\]

**The energy.** Fill the box in order of increasing energy. When \(N'\) electrons are present, the next one enters at \(\varepsilon(N')\). For many electrons the sum over additions becomes an integral:

\[
T=\int_0^N\varepsilon(N')\,dN'
=\frac12\left(\frac{3\pi^2}{V}\right)^{2/3}\frac35N^{5/3}
=\frac{3}{10}(3\pi^2)^{2/3}\frac{N^{5/3}}{V^{2/3}} .
\]

With \(N=nV\), the last fraction is \(n^{5/3}V\), and the energy per volume is again \(C_Fn^{5/3}\). Applying this to every small region of a slowly varying density gives the functional.

The energy of the last electron is the derivative of the energy density,

\[
\frac{dt}{dn}=\frac53C_Fn^{2/3}=\frac12(3\pi^2n)^{2/3}=\frac{p_F^2}{2},
\]

in agreement with the first derivation.

**What the walls cost.** The next term in the count shows how large a box must be. A full sphere contains about \(4\pi\nu^3/3\) integer points. Those with a zero coordinate lie on three discs and number about \(3\pi\nu^2\). They must be removed before the rest is divided among eight octants. I assume here that the fluctuation of the full count about the sphere's volume can be neglected beside this term. Then

\[
N=\frac{2}{8}\left(\frac{4\pi}{3}\nu^3-3\pi\nu^2\right)
=\frac{\pi\nu^3}{3}\left(1-\frac{9}{4\nu}\right).
\]

Since \(dN=(\pi\nu^2-\tfrac32\pi\nu)\,d\nu\), the energy is

\[
T=\frac{\pi^2}{2L^2}\int_0^\nu\nu'^2\,dN
=\frac{\pi^2}{2L^2}\,\frac{\pi\nu^5}{5}\left(1-\frac{15}{8\nu}\right).
\]

To first order in \(1/\nu\), \(N^{5/3}\) carries the factor \(1-\tfrac53\cdot\tfrac{9}{4\nu}=1-\tfrac{15}{4\nu}\). The leading parts of \(T\) and \(C_Fn^{5/3}V\) agree, so

\[
\frac{T}{C_Fn^{5/3}V}\approx1-\frac{15}{8\nu}+\frac{15}{4\nu}=1+\frac{15}{8\nu}.
\]

For \(\nu=50\) and 100 this predicts 1.0375 and 1.0188. Explicit sums over standing waves give 1.0386 and 1.0190. The orbitals must vanish at the walls, which costs energy in proportion to the surface. At fixed density \(\nu\) grows as \(L\), so the relative cost falls as \(1/L\). This ratio compares \(T\) with the formula at the mean density \(N/V\). The actual density in the box falls to zero at the walls, and the functional evaluated on that density recovers more than half of the excess: for \(\nu=50\), \(T/T_{\rm TF}[n]\) is 1.0148 rather than 1.0386.

## What each derivation assumes

Both derivations treat each region as a uniform gas, and both need many electron wavelengths within a region. Neither justifies the functional where the density changes within one wavelength.

They differ in what is counted. The first takes the cell rule from periodic plane waves and proves that a filled sphere is the best momentum distribution. It gives \(p_F(\mathbf r)\) at each point, and makes the dependence on spin visible. The second takes its levels from the Schrödinger equation with walls and sums their energies. It shows that the constant does not depend on periodicity, and it supplies the size of the first correction to the mean-density formula \(C_F(N/V)^{5/3}V\) for a box.

The exponent \(5/3\) needs neither count. For a uniform gas, the energy density can depend only on \(\hbar^2/m\) and \(n\), and the only combination with the right dimension is \((\hbar^2/m)n^{5/3}\). Counting is needed for the number \(C_F\).

Small systems expose the limits of the count. For a periodic cube with 14 electrons, the explicit kinetic energy is 1.4 percent above the formula; with 8338 electrons the excess is 0.025 percent. The approach is not steady. With 38 electrons the filled orbitals have \(|\mathbf m|^2=0,1,2\) with multiplicities 1, 6 and 12, so for \(L=1\) the energy is \(2\cdot\tfrac12(2\pi)^2(6+24)=1184\) hartree against \(C_F\,38^{5/3}=1233\) hartree, which is 4.0 percent below the formula. Two electrons in the same cube both occupy the constant orbital and have zero kinetic energy, while the formula gives a positive value. In a periodic cube the functional can thus lie below or above the orbital result, and there it is not a bound in either direction. These examples do not decide whether it is a lower bound for electrons in unbounded space; in the bound systems treated below it lies under the orbital value.

## A worked case: ten electrons around a point charge

Take noninteracting electrons around a point charge \(Z=10\), with the hydrogenic shells \(j=1,\ldots,M\) filled. Electron repulsion is left out, so this is a model with known orbitals rather than a real atom. Shell \(j\) has \(j^2\) orbitals and holds \(2j^2\) electrons. For \(M=2\), \(N=2+8=10\).

The orbital kinetic energy follows from scaling. If an orbital is compressed uniformly by a factor \(\lambda\), its kinetic energy \(K\) becomes \(\lambda^2K\) and its Coulomb energy \(U\) becomes \(\lambda U\). An eigenstate has stationary energy at \(\lambda=1\), so \(2K+U=0\), and \(K=-(K+U)\). With the level energy \(-Z^2/(2j^2)\), each filled shell contributes

\[
2j^2\,\frac{Z^2}{2j^2}=Z^2 .
\]

For two shells, \(T=2\times100=200\) hartree, or 5442 eV.

**The recipe at one point.** At \(r=0.1\) angstrom the orbital density is \(n=170.8\) angstrom\(^{-3}\). The Fermi wave number is

\[
k_F=(29.61\times170.8)^{1/3}=17.16\ \text{angstrom}^{-1}.
\]

The largest local kinetic energy is \(\tfrac53C_Fn^{2/3}\). With \(170.8^{2/3}=30.784\),

\[
\tfrac53\times21.88\times30.784=1123\ \text{eV}.
\]

The kinetic energy density is three fifths of this times the density:

\[
t=0.6\times1123\times170.8=1.15\times10^5\ \text{eV angstrom}^{-3}.
\]

**The integrated result.** Integration of \(C_Fn^{5/3}\) over the orbital density gives 188.9 hartree, or 5139 eV. This is 303 eV below the orbital value, an error of \(-5.6\) percent relative to it.

The condition \(k_F\ell\gg1\) is not met in this system. At 0.1 angstrom, \(1/k_F=0.058\) angstrom and \(\ell=0.046\) angstrom, so the two lengths are comparable. At 1 angstrom, \(1/k_F=3.98\) angstrom and \(\ell=0.060\) angstrom, and the local picture fails altogether. There the functional assigns an energy density of only \(7.7\times10^{-5}\) eV angstrom\(^{-3}\), so this outer region has little weight in \(T_{\rm TF}\). That alone does not explain why the total error is as small as 5.6 percent; errors of opposite sign in different regions partly cancel, to a degree that depends on how the orbital kinetic energy is assigned to points in space. Measured against the orbital energy density \(\tfrac12\sum_i|\nabla\psi_i|^2\), summed over all ten electrons, the functional is too high inside 0.055 angstrom and again between 0.176 and 0.287 angstrom, and too low between these two regions and farther out. The positive local errors add up to about 970 eV and the negative ones to about 1274 eV, and their difference is, within rounding, the net shortfall of 303 eV. The local split depends on this choice of energy density, while the total does not. With \(-\tfrac12\sum_i\psi_i^*\nabla^2\psi_i\), which has the same integral, the functional is too low at the nucleus and the two parts are about 529 and 832 eV; with \(\tfrac12\sum_i|\nabla\psi_i|^2-\tfrac16\nabla^2n\) they are about 184 and 487 eV.

**More shells.** The same comparison for other values of \(M\) gives:

| \(M\) | \(N\) | orbital \(T\) (eV) | \(T_{\rm TF}\) (eV) | ratio |
|---|---|---|---|---|
| 1 | 2 | 2721 | 2498 | 0.918 |
| 2 | 10 | 5442 | 5139 | 0.944 |
| 4 | 60 | 10885 | 10528 | 0.967 |
| 8 | 408 | 21769 | 21383 | 0.982 |

The shortfall grows from 223 eV at \(M=1\) to 386 eV at \(M=8\), while the orbital kinetic energy grows eightfold. The relative error therefore falls from 8.2 to 1.8 percent. This is the behavior expected of a leading term for many electrons, though a finite series does not prove the limit. The numerical check below covers these values and the sums for the uniform gas.

## Computed values

```
C_F = 2.8712 hartree bohr^2 = 21.879 eV angstrom^2
Periodic cube: N, kinetic sum / (C_F n^(5/3) V)
  N =      14   ratio = 1.01445
  N =     294   ratio = 1.00274
  N =    8338   ratio = 1.00025
  N =  535522   ratio = 1.00000
Largest cube: explicit N / phase-space N = 0.99833
Highest filled level / [(5/3) C_F n^(2/3)] = 1.00080
Mean energy / highest filled level = 0.59952
One electron per cell: constant / C_F = 1.5874
Hard-wall cube, k_max L/pi = 50:  ratio = 1.0386
Hard-wall cube, k_max L/pi = 100: ratio = 1.0190
Smeared sphere / filled sphere, same density: 1.0398
Hydrogenic shells without electron repulsion, Z = 10
  M    N    T_orbital (eV)   T_TF (eV)   T_TF/T_orbital
  1     2        2721.1        2497.8   0.9179
  2    10        5442.3        5139.0   0.9443
  3    28        8163.4        7825.3   0.9586
  4    60       10884.6       10527.7   0.9672
  6   182       16326.8       15950.5   0.9769
  8   408       21769.1       21382.9   0.9823
M = 2: T_orbital = 200.00 hartree, T_TF = 188.86 hartree
M = 2: T_TF - T_orbital = -303.3 eV
M = 2: relative error = -5.57 percent
M = 2 at r = 0.1 angstrom:
  n = 170.8 angstrom^-3
  k_F = 17.16 angstrom^-1
  Fermi energy k_F^2/2 = 1123 eV
  kinetic energy density = 1.15e+05 eV angstrom^-3
  1/k_F = 0.05826 angstrom
  n/|dn/dr| = 0.04595 angstrom
M = 2 at r = 1.0 angstrom:
  n = 0.0005357 angstrom^-3
  k_F = 0.2513 angstrom^-1
  Fermi energy k_F^2/2 = 0.2405 eV
  kinetic energy density = 7.73e-05 eV angstrom^-3
  1/k_F = 3.98 angstrom
  n/|dn/dr| = 0.05955 angstrom
```
